# Choosing displacements for effective force constants: what a least-squares force fit returns

Before force constants can be fitted, you must decide how the atoms in the training supercells are displaced. Small steps, molecular-dynamics snapshots and random thermal displacements can all feed the same fitting routine, yet in an anharmonic crystal they give different force constants. The choice decides whether a soft mode comes out with an imaginary frequency or a real one, and which temperature the result belongs to.

For Gaussian displacements the result has a definite meaning: a linear fit returns the second derivatives of the potential averaged over that Gaussian. If the Gaussian is also the thermal state of the fitted harmonic crystal, the force constants make a trial free energy stationary.

## What the fit returns

Collect all displacement components in a vector $u$, with mean $\mu$, deviation $w=u-\mu$ and covariance $\Sigma=\langle ww^T\rangle$. The forces are $-\nabla V$. Fit them with

$$f\approx f_0-\Phi w .$$

In the limit of many samples, the fit minimizes $\langle|\nabla V+f_0-\Phi w|^2\rangle$. Setting the derivative with respect to $f_0$ to zero, and using $\langle w\rangle=0$, gives $f_0=-\langle\nabla V\rangle$. The derivative with respect to $\Phi$ gives

$$\langle(\nabla V+f_0-\Phi w)w^T\rangle=0
\quad\Rightarrow\quad \Phi\Sigma=\langle\nabla V\,w^T\rangle .$$

The Gaussian density $p\propto\exp(-\tfrac12w^T\Sigma^{-1}w)$ satisfies $\nabla p=-\Sigma^{-1}w\,p$, so $w_jp=-\sum_k\Sigma_{jk}\partial_kp$. Integrating by parts,

$$\langle\partial_iV\,w_j\rangle=-\sum_k\Sigma_{jk}\int\partial_iV\,\partial_kp\,du
=\sum_k\langle\partial_i\partial_kV\rangle\Sigma_{kj}.$$

Hence $\Phi\Sigma=\langle\nabla\nabla V\rangle\Sigma$, and for nonsingular $\Sigma$

$$\Phi=\langle\nabla\nabla V\rangle .$$

No expansion in small displacements was made. The potential must be smooth, its Gaussian averages must exist, and the boundary terms must vanish. A pair repulsion $r^{-12}$ violates this, because an untruncated Gaussian lets atoms overlap. Configurations with very close atoms are therefore a warning about the sampling itself.

Rigid translations are normally left out of the sampling, which makes $\Sigma$ singular. Write $w=Lz$ with independent unit normal variables $z$ and $\Sigma=LL^T$. Integration by parts in $z$ again gives $\Phi\Sigma=\langle\nabla\nabla V\rangle\Sigma$. This fixes $\Phi$ only on the sampled displacements, where it acts as $\langle\nabla\nabla V\rangle$. Translation invariance makes $\langle\nabla\nabla V\rangle$ vanish on rigid translations. If only translations were left out, imposing the same condition on $\Phi$ gives $\Phi=\langle\nabla\nabla V\rangle$ again. For equal masses the sampled displacements are orthogonal to translations, and a minimum-norm fit meets the condition by itself. For unequal masses thermal samples keep the centre of mass fixed and are not orthogonal to translations, so the condition must be imposed in the fit.

## Which Gaussian to use

For a harmonic crystal with masses $M$ and force constants $\Phi$, diagonalize $M^{-1/2}\Phi M^{-1/2}$ to obtain $\omega^2$. Each mass-weighted mode coordinate is $Q=c(a+a^\dagger)$ with $c^2=\hbar/2\omega$. To find its thermal distribution, let $X=e^{isQ}$, $\chi=\langle X\rangle$, $b=\hbar\omega/k_BT$ and $n=1/(e^b-1)$.

The thermal density operator obeys $\rho a=e^ba\rho$, so $\langle aX\rangle=e^b\langle Xa\rangle$. Since $[a,X]=iscX$, also $\langle aX\rangle=\langle Xa\rangle+isc\chi$. Together these give $\langle Xa\rangle=iscn\chi$. The same steps with $\rho a^\dagger=e^{-b}a^\dagger\rho$ and $[a^\dagger,X]=-iscX$ give $\langle Xa^\dagger\rangle=isc(n+1)\chi$. Therefore

$$\frac{d\chi}{ds}=i\langle XQ\rangle=-s\,c^2(2n+1)\chi .$$

The solution is $\chi=\exp[-s^2c^2(2n+1)/2]$, a Gaussian with variance

$$\langle Q^2\rangle=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

Transforming back, $\Sigma=M^{-1/2}\langle QQ^T\rangle M^{-1/2}$. Zero-point motion is included.

## Why to iterate to self-consistency

Use this harmonic thermal state as a trial state for the real potential. Its energy minus temperature times entropy is

$$F=F_h(\Phi)+\langle V\rangle-\tfrac12\mathrm{tr}(\Phi\Sigma),$$

where $F_h$ is the harmonic free energy. By the Gibbs–Bogoliubov inequality, $F$ is an upper bound to the free energy of $V$.

Now vary $\Phi$ at fixed $\mu$. The first-order change of $F_h$ is the thermal mean of the perturbation $\tfrac12w^Td\Phi\,w$, so $dF_h=\tfrac12\mathrm{tr}(\Sigma\,d\Phi)$. With $w=Lz$ and integration by parts in $z$,

$$d\langle V\rangle=\mathrm{tr}(\langle\nabla\nabla V\rangle L\,dL^T)=\tfrac12\mathrm{tr}(\langle\nabla\nabla V\rangle d\Sigma),$$

because $\langle\nabla\nabla V\rangle$ is symmetric and $d\Sigma=L\,dL^T+dL\,L^T$. The $d\Phi$ terms cancel:

$$dF=\tfrac12\mathrm{tr}\big[(\langle\nabla\nabla V\rangle-\Phi)\,d\Sigma\big].$$

The mass-weighted matrices $D=M^{-1/2}\Phi M^{-1/2}$ and $S=M^{1/2}\Sigma M^{1/2}$ commute. Differentiating $DS=SD$ in the mode basis gives $(\omega_i^2-\omega_j^2)\,dS_{ij}=(S_{ii}-S_{jj})\,dD_{ij}$; for diagonal elements and equal frequencies the ratio $dS_{ij}/dD_{ij}$ is the slope of the mode variance with respect to $\omega^2$. The mode variance decreases strictly with $\omega^2$. In the mode basis, each element of the mass-weighted $d\Sigma$ is therefore a nonzero multiple of the same element of the mass-weighted $d\Phi$, so every symmetric $d\Sigma$ can be reached. Stationarity then requires $\Phi=\langle\nabla\nabla V\rangle$, which is what the fit returns. Varying $\mu$ adds the condition $\langle\nabla V\rangle=0$.

This was tested with $\hbar=1$, masses 1 and 2, $k_BT=0.5$ and

$$V=\tfrac12x^2+\tfrac25y^2-\tfrac15xy+\tfrac3{10}e^{-4x/5+y/2}+\tfrac15\cos(x+2y).$$

Direct minimization of $F$ over $\mu$ and $\Phi$ gave a $\Phi$ that matched the averaged second derivatives to $5\times10^{-8}$.

The working cycle is: draw displacements from $\Sigma(\Phi,T)$, compute forces, fit, mix the new $\Phi$ with the old one, and repeat. If symmetry does not fix the mean positions, shift them by $\Phi^{-1}f_0$, leaving out translations. At fixed $\Sigma$ this is a Newton step, since the derivative of $\langle\nabla V\rangle$ with respect to $\mu$ is $\langle\nabla\nabla V\rangle$.

## Settings that change the meaning

**Snapshots from classical molecular dynamics.** For $p\propto e^{-V/k_BT}$, integration by parts gives $\langle\partial_iV\,w_j\rangle=k_BT\delta_{ij}$. The fit returns $\Phi=k_BT\,\Sigma^{-1}$, which reproduces the covariance of the trajectory when the fitted harmonic crystal is treated classically. It is not the mean curvature over the trajectory. For one centred coordinate, the Cauchy–Schwarz inequality and $\langle(\partial_xV)^2\rangle=k_BT\langle\partial_x^2V\rangle$ give

$$(k_BT)^2=\langle x\,\partial_xV\rangle^2\le\langle x^2\rangle\,k_BT\,\langle\partial_x^2V\rangle,$$

so $k_BT/\langle x^2\rangle\le\langle\partial_x^2V\rangle$.

**Higher-order terms in the same fit.** In one dimension, fit $V'\approx\alpha x+\beta x^3$ to centred Gaussian samples of variance $\sigma^2$. Repeated integration by parts turns the two normal equations into

$$\sigma^2\langle V''\rangle=\alpha\sigma^2+3\beta\sigma^4,$$
$$3\sigma^4\langle V''\rangle+\sigma^6\langle V''''\rangle=3\alpha\sigma^4+15\beta\sigma^6 .$$

Subtracting $3\sigma^2$ times the first from the second gives $\beta=\langle V''''\rangle/6$, and then

$$\alpha=\langle V''\rangle-\tfrac12\sigma^2\langle V''''\rangle .$$

The linear coefficient is no longer the effective force constant. Using $x^3-3\sigma^2x$ in place of $x^3$ restores it, because that function is uncorrelated with $x$.

**Interaction cutoffs.** Suppose the $x$ force is fitted to $x$ alone although $y$ also acts on it. The normal equation then gives

$$\Phi_{xx}^{\rm short}=\langle V_{xx}\rangle+\langle V_{xy}\rangle\Sigma_{xy}/\Sigma_{xx}.$$

For the potential above, sampled around $(0.2,-0.3)$ with $\Sigma_{xx}=0.5$, $\Sigma_{xy}=0.2$ and $\Sigma_{yy}=0.4$, this is $1.1172-0.3867\times0.4=0.9625$. The omitted coupling lowers the retained constant by 14% of its full-fit value. Increase the cutoff until the retained constants settle.

## A soft guest atom at 300 K

Consider a heavy atom in the soft plane of an oversized cage:

$$V=\tfrac12k(x^2+y^2)+\tfrac14B(x^4+y^4)+\tfrac12Cx^2y^2 .$$

Take mass $m=88$ u, $k=-10$ eV/nm², $B=15000$ eV/nm⁴ and $C=10000$ eV/nm⁴. The centre is unstable, with wells 2.0 meV deep at a radius of 0.028 nm. A small-displacement calculation at the centre gives an imaginary frequency.

Since $V_{xx}=k+3Bx^2+Cy^2$, a centred isotropic Gaussian gives

$$K=k+g\sigma^2(K),\qquad g=3B+C=55000\ \text{eV/nm}^4 .$$

At 300 K the solution has $\sigma^2=7.8317\times10^{-4}$ nm², and

$$K=-10+55000\times7.8317\times10^{-4}=33.07\ \text{eV/nm}^2=5.30\ \text{N/m}.$$

With $\hbar^2/m=4.750\times10^{-7}$ eV nm², the quantum is $\hbar\omega=\sqrt{(\hbar^2/m)K}=3.96$ meV, or 0.958 THz. Minimizing the trial free energy over $K$ gives the same stiffness.

When $k_BT\gg\hbar\omega$, $\sigma^2\simeq k_BT/K$. Then $K^2-kK-gk_BT=0$, with positive root

$$K\simeq\tfrac12\Big(k+\sqrt{k^2+4gk_BT}\Big).$$

For $k>0$ and weak anharmonicity this becomes $k+gk_BT/k$. When the quartic part dominates, $K\simeq\sqrt{gk_BT}$ and the frequency grows as $T^{1/4}$. The full solution gives 0.696 THz at 100 K and 1.16 THz at 600 K, with the cage held fixed. Force constants fitted at one temperature should not be reused at another without a check.

## How much mixing

Near the solution, an undamped cycle multiplies an error in $K$ by $G'=g\,d\sigma^2/dK$. In the classical limit

$$G'\simeq-\frac{gk_BT}{K^2}=-\frac{K-k}{K}.$$

For $k<0$ its magnitude exceeds one and the cycle diverges. Here $G'=-1.30$. Started 2% above the solution, the undamped cycle reached a negative stiffness after 19 steps, where no thermal Gaussian exists.

If a fraction $\eta$ of the new value is mixed in, the factor becomes $1-\eta(1-G')$. Convergence requires $0<\eta<2/(1-G')$, which is 0.87 here. Half mixing gives $-0.15$, so the error falls about sevenfold per step. For this quartic model with negative bare curvature in the classical regime, mixing is required. If the averaged curvature levels off as $\sigma^2$ grows, as for a narrow central bump inside a harmonic well, $|G'|$ can stay below one even with negative bare curvature, so $G'$ should be estimated for the case at hand; $\eta=0.5$ is a reasonable first choice when $G'$ is near $-1$.

## How many samples

Harmonic forces are fitted without sampling error once the displacements span the unknowns. The noise comes from the anharmonic residual

$$r=V_x-Kx=B(x^3-3\sigma^2x)+Cx(y^2-\sigma^2).$$

To leading order the error of $\Phi_{xx}$ is the sample mean of $rx/\sigma^2$. Set $x=\sigma z$ and $y=\sigma v$, and use $\langle z^4\rangle=3$, $\langle z^6\rangle=15$ and $\langle z^8\rangle=105$. The $B^2$ term contains $105-6\times15+9\times3=42$, the $C^2$ term contains $3\times2=6$, and the cross term vanishes because $\langle v^2-1\rangle=0$. Thus

$$\mathrm{Var}(\Phi_{xx})\simeq\frac{\sigma^4(42B^2+6C^2)}{N}.$$

Fluctuations of the sampled covariance also produce a bias. Expanding its inverse to first order gives

$$-\frac{\langle rx(x^2+y^2)\rangle}{N\sigma^4}=-\frac{(6B+2C)\sigma^2}{N},$$

since $\langle rx^3\rangle=6B\sigma^6$ and $\langle rxy^2\rangle=2C\sigma^6$.

For $N=400$ the formulas give a standard error of 3.93 eV/nm² and a bias of $-0.215$ eV/nm². Twenty thousand independent fits gave 3.87 and $-0.211$. Noise is the larger problem, and it falls as $N^{-1/2}$.

Two things reduce it. Symmetry allows $\Phi_{xx}$ and $\Phi_{yy}$ to be averaged. The feedback of the self-consistent cycle also helps. If the same normal variables $z$ are reused in each cycle, rescaled to the current $\Sigma$, a fit error $\epsilon$ shifts the solution by $\delta=G'\delta+\epsilon$, so $\delta=\epsilon/(1-G')$. For the isotropic stiffness $K$ that is 2.3 times smaller than the error of a single fit. If the full matrix is iterated, $\Phi_{xx}-\Phi_{yy}$ feeds back through $3B-C$ and $\Phi_{xy}$ through $2C$ in place of $g$, so their errors shrink only about 1.8 and 1.5 times. Fresh draws with half mixing do nearly as well: the error then follows $\delta_{\rm new}=-0.15\,\delta+0.5\,\epsilon$, and its standard deviation settles at $0.5/\sqrt{1-0.15^2}=0.51$ times that of a single fit. With symmetry averaging and reused $z$, the repeated runs at $N=400$ scattered by 1.32 eV/nm², or 4% of $K$ and hence 2% of the frequency. One run with $N=20000$ gave $33.00\pm0.19$ eV/nm², consistent with 33.07.

$N$ counts independent draws of this one site. In a supercell, symmetry-equivalent sites add data, but correlations between them can reduce the gain.

## How far to trust the result

Diagonalizing the same two-dimensional quantum model shows what the Gaussian state misses:

- The trial free energy is $-113.8$ meV, against $-116.8$ meV for the model. It lies 3.0 meV above, as an upper bound must.
- The Gaussian variance is 15% below the model's $9.25\times10^{-4}$ nm².
- The displacement spectrum, weighted by absorbed energy, has mean 1.00 THz and rms spread 0.37 THz. The effective frequency of 0.958 THz is near the mean, but a single sharp line is a poor description. Weak overtones far above the main band supply more than half of the variance, so the rms spread is not a linewidth; the main band alone has an rms spread of about 0.2 THz.

The sampling choice also matters. For the same potential and temperature, the linear fit gives 33.1 eV/nm² with self-consistent Gaussian samples and 27.9 eV/nm² with classical Boltzmann samples. The mean curvature over the Boltzmann distribution is 40.9 eV/nm². Adding $x^3$ and $xy^2$ to the Gaussian fit returns the bare $-10$ eV/nm², because the model then contains the full force. None of these is a numerical error; they answer different questions.

Use self-consistent Gaussian constants for a variational free energy, and trajectory constants to reproduce the covariance of classical displacements, which they do exactly only for Boltzmann sampling and a fit that keeps all couplings. Do not take a real effective frequency as proof that a structure is stable: the trial state requires positive $\Phi$ from the start. For heat transport, linewidths must be calculated separately: the harmonic trial state has none, and the spread found here belongs to one isolated site.

The parameters are rough round values meant for the regime of strontium in a gallium–germanium clathrate, where guest modes near 1 THz are plausible. They were not computed for a compound, and even the sign of $k$ is an assumption. A real cage is not fixed. If it recoils as a rigid body of 24 atoms of 71 u, the frequency rises by 2.5%. Motion along the third axis, with an assumed stiffness of 60 eV/nm² and the same coupling $C$, raises it by 2.9%. Thermal expansion over 300 K, with a Grüneisen parameter of 2 and a volume expansion of $4\times10^{-5}$ K⁻¹, lowers it by 2.4%. On these estimates each shift is much smaller than the rms spectral spread, which is 37% of the mean frequency with the overtones included. The values behind this comparison are in the numerical output below.

## Computed values

```
general test: largest fit - mean Hessian = 7.8e-16 (dimensionless)
general test: mean Hessian xx, xy, yy = 1.1172, -0.3867, 0.6898
general test: xx constant with coupling omitted = 0.9625
free-energy minimum: largest Phi - mean Hessian = 5.0e-08
guest mass = 88 u; temperature = 300 K; kT = 25.852 meV
bare curvature k = -10.0 eV/nm^2
quartic constants B, C = 15000, 10000 eV/nm^4; g = 55000 eV/nm^4
well depth = 2.000 meV at radius 0.0283 nm
hbar^2/m = 4.7502e-07 eV nm^2
effective stiffness K = 33.074 eV/nm^2 = 5.299 N/m
K from free-energy minimum = 33.074 eV/nm^2
variance sigma^2 = 7.8317e-04 nm^2; sigma = 0.02799 nm
effective quantum = 3.964 meV; frequency = 0.9584 THz
at 100 K: K = 17.435 eV/nm^2; frequency = 0.6959 THz
at 600 K: K = 48.580 eV/nm^2; frequency = 1.1615 THz
undamped loop slope = -1.300; with half mixing = -0.150
undamped loop from 1.02 K: negative stiffness after 19 steps
sampled loop: N = 20000; K = 33.001 eV/nm^2; standard error = 0.188
last fit: Phi_xx, Phi_xy = 32.525, -0.113 eV/nm^2
last fit: Phi_yx, Phi_yy = -0.197, 33.476 eV/nm^2
standard error of one diagonal element = 0.555 eV/nm^2
fit with cubic force terms: linear constant = -10.000 eV/nm^2
N = 400: element error, formula / seen = 3.926 / 3.867 eV/nm^2
N = 400: loop error, formula / seen = 1.333 / 1.317 eV/nm^2
N = 400: element bias, formula / seen = -0.2154 / -0.2113 eV/nm^2
classical Boltzmann fit = 27.948 eV/nm^2
classical Boltzmann mean curvature = 40.875 eV/nm^2
quantum-model mean square x = 9.2513e-04 nm^2
quantum-model mean curvature = 40.882 eV/nm^2
free energy, trial / quantum model = -113.772 / -116.816 meV
spectrum: mean = 1.0006 THz; rms spread = 0.3663 THz
rough cage: 24 atoms of 71 u; recoil shift = 2.55 %
rough third-axis stiffness = 60 eV/nm^2; frequency shift = 2.88 %
rough Gruneisen parameter = 2.0; volume expansion = 4.0e-05 1/K
rough expansion shift over 300 K = -2.40 %
```
